# Critical donor density of silicon from Mott's criterion

## Problem

At low temperature, lightly doped n-type silicon is an insulator: each donor holds its electron. Above a critical donor density $n_c$ it conducts like a metal. Mott's criterion places the change at

$$n_c^{1/3}a=0.26 ,$$

where $a$ is the radius of the electron orbit on an isolated donor. Take $a=1.7$ nm.

**(a)** Find $n_c$ in cm$^{-3}$ and the corresponding donor spacing. How does an uncertainty of 0.1 nm in $a$ affect the density?

**(b)** Show that a degenerate electron gas turns the donor's Coulomb attraction into a screened attraction, and find the screening wave number $k_s$.

**(c)** With the trial state $e^{-\beta r}$, find a range of $k_s$ in which the donor certainly binds an electron. What value of $n^{1/3}a$ does the end of this range give for one isotropic valley? Does this prove Mott's criterion?

**(d)** Is 1.7 nm a reasonable radius for silicon? Use the rough values $\varepsilon=11.7$ for the relative permittivity, $m_l=0.92$ and $m_t=0.19$ electron masses for the longitudinal and transverse masses, and $E_b=0.045$ eV for the donor binding energy.

**(e)** Estimate the effects of silicon's six valleys, of random donor positions and of a temperature of 300 K.

The algebra uses atomic units, $\hbar=m_e=e=1$. Numerical values are in nm, eV, K and cm$^{-3}$.

## Solution

### (a) The density and its uncertainty

Dividing the criterion by $a$ and cubing gives

$$n_c=\left(\frac{0.26}{a}\right)^3=\left(\frac{0.26}{1.7\ \text{nm}}\right)^3=(0.15294\ \text{nm}^{-1})^3=3.58\times10^{-3}\ \text{nm}^{-3}.$$

Since 1 cm is $10^7$ nm, $1\ \text{nm}^{-3}=10^{21}\ \text{cm}^{-3}$. Therefore

$$n_c\approx3.6\times10^{18}\ \text{cm}^{-3}.$$

The length associated with this density is

$$n_c^{-1/3}=\frac{a}{0.26}=3.85\,a=6.5\ \text{nm}.$$

On a simple cubic lattice this would be the distance between neighbouring donors. Spheres of radius $a$ would touch at a spacing of $2a$, so the criterion does not describe touching spheres. An orbit has no sharp edge, and $a$ only sets the scale on which it decays.

Because $n_c\propto a^{-3}$, a small relative error in the radius is tripled in the density. Keeping the constant 0.26 fixed,

- $a=1.6$ nm gives $4.3\times10^{18}$ cm$^{-3}$, which is 20% higher;
- $a=1.8$ nm gives $3.0\times10^{18}$ cm$^{-3}$, which is 16% lower.

An error of only 1% in the radius changes the density by 3%, so the second digit of the estimate is secure only if the radius is known to a few parts in a thousand. The constant 0.26 is itself empirical: it describes many doped materials approximately.

### (b) The screened donor

Let $V(r)$ be the potential energy of an electron near a donor of charge $+1$, and let $n$ be the mean electron density. In equilibrium the chemical potential is the same everywhere. If $V$ varies slowly, the electrons at $r$ behave like a uniform gas whose chemical potential, measured from the local band edge, is $\mu-V(r)$. For small $V$ the change in density is

$$\delta n(r)=n(\mu-V)-n(\mu)\approx-\frac{dn}{d\mu}\,V(r).$$

Where $V$ is negative, electrons accumulate. The uniform part of their charge is cancelled by the average donor background, leaving the charge density $\delta(\mathbf r)-\delta n$. The electrostatic potential is $-V$, so Poisson's equation reads

$$\nabla^2V=\frac{4\pi}{\varepsilon}\left[\delta(\mathbf r)-\delta n\right]
=\frac{4\pi}{\varepsilon}\delta(\mathbf r)+k_s^2V,
\qquad k_s^2=\frac{4\pi}{\varepsilon}\frac{dn}{d\mu}.$$

Away from the origin put $V=w(r)/r$. Then $\nabla^2V=w''/r$, and the equation becomes $w''=k_s^2w$. The solution that vanishes at infinity is $w=Ce^{-k_sr}$. Very near the donor the bare attraction $-1/(\varepsilon r)$ must return, which fixes $C=-1/\varepsilon$:

$$V(r)=-\frac{e^{-k_sr}}{\varepsilon r}.$$

Now count states at zero temperature. With two spins, $g$ equivalent valleys and an isotropic mass $m$, the filled spheres of radius $k_F$ contain

$$n=2g\,\frac{1}{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{g\,k_F^3}{3\pi^2}.$$

Since $\mu=k_F^2/(2m)$, we have $d\mu/dk_F=k_F/m$, while $dn/dk_F=gk_F^2/\pi^2$. Their ratio is

$$\frac{dn}{d\mu}=\frac{g\,m\,k_F}{\pi^2}.$$

An isolated hydrogen-like donor has radius $a=\varepsilon/m$. Hence

$$k_s^2=\frac{4g\,m\,k_F}{\pi\varepsilon}=\frac{4g\,k_F}{\pi a}.$$

As $k_F\propto n^{1/3}$, the screening wave number grows only as $n^{1/6}$.

### (c) When does the screened donor bind?

Measure lengths in $a$ and energies in $1/(\varepsilon a)$. The kinetic energy scale $1/(ma^2)$ equals $1/(\varepsilon a)$ because $ma=\varepsilon$. With $s=k_sa$ the Hamiltonian is

$$H=-\tfrac12\nabla^2-\frac{e^{-sr}}{r}.$$

For $\psi=e^{-\beta r}$ the common angular factor $4\pi$ cancels from all averages. The three radial integrals are

$$\int_0^\infty r^2e^{-2\beta r}dr=\frac{2}{(2\beta)^3}=\frac1{4\beta^3},$$

$$\frac12\int_0^\infty r^2\left(\frac{d\psi}{dr}\right)^2dr=\frac{\beta^2}{2}\,\frac1{4\beta^3},$$

$$\int_0^\infty r^2\,\frac{e^{-sr}}{r}\,e^{-2\beta r}dr=\frac1{(2\beta+s)^2}.$$

The kinetic integral uses $|\nabla\psi|^2$, which follows from $-\psi\nabla^2\psi$ by integration by parts. Dividing by the norm,

$$E(\beta)=\frac{\beta^2}{2}-\frac{4\beta^3}{(2\beta+s)^2}.$$

Without screening, $s=0$, this is $\beta^2/2-\beta$. Its minimum is $-\tfrac12$ at $\beta=1$, the isolated donor. For weak screening, keeping $\beta=1$ and expanding to first order in $s$,

$$E(1)=\frac12-\frac{1}{(1+s/2)^2}\approx-\frac12+s .$$

Screening thus raises the level towards the band edge at zero.

The potential vanishes at infinity, so the free states begin at zero energy. By the variational principle the ground-state energy is no higher than $E(\beta)$. A negative $E(\beta)$ therefore guarantees a bound state. Dividing $E<0$ by $\beta^2/2$ and rearranging gives

$$(2\beta+s)^2<8\beta
\quad\Longrightarrow\quad s<\sqrt{8\beta}-2\beta .$$

To find the most favourable $\beta$, set $t=\sqrt{2\beta}$. The right side becomes

$$2t-t^2=1-(t-1)^2,$$

whose greatest value is 1, at $t=1$ or $\beta=\tfrac12$. Binding is certain within this potential model if

$$k_sa<1.$$

At the end of this range, with $g=1$, part (b) gives $4k_Fa/\pi=1$, so $k_Fa=\pi/4$. Then

$$na^3=\frac{(k_Fa)^3}{3\pi^2}=\frac{\pi^3}{64}\,\frac1{3\pi^2}=\frac{\pi}{192},
\qquad n^{1/3}a=0.254 .$$

For $a=1.7$ nm this corresponds to $3.3\times10^{18}$ cm$^{-3}$, close to the answer in (a).

This is not a proof of the criterion. The trial state shows that binding survives up to $k_sa=1$, but not that it ends there. Numerical integration of the radial equation at zero energy puts the actual threshold of this potential at $k_sa=1.19$. Since $k_F\propto k_s^2$, the value of $n^{1/3}a$ rises by the square of this number:

$$n^{1/3}a=0.254\times(1.19)^2=0.36 .$$

The density rises by the sixth power, to $9.5\times10^{18}$ cm$^{-3}$ for the same radius. At Mott's constant the one-valley model has $k_sa=1.01$, where its potential still has a bound state. The better solution of the model thus lies farther from 0.26 than the simple trial state does, and the close agreement of 0.254 is partly fortunate.

The model itself is also strained. Linearization required $|V|$ to be small compared with the Fermi energy. At $k_sa=1$ the Fermi energy is $(\pi/4)^2/2=0.31$ in the scaled units, whereas $|V|$ at $r=a$ is $e^{-1}=0.37$. What the argument does supply is a reason for the form of the law: in a model with the single length $a$, the critical density must be a pure number divided by $a^3$.

### (d) Is the radius reasonable?

In silicon the mass depends on direction, so a donor state built from one valley is flattened along the valley axis $z$. A suitable trial state is

$$\psi=e^{-R},\qquad R^2=\frac{x^2+y^2}{a_\perp^2}+\frac{z^2}{b^2}.$$

In the scaled coordinates $X=x/a_\perp$, $Y=y/a_\perp$, $Z=z/b$ the state is spherical. There $|\nabla\psi|^2=\psi^2$, so the mean squared derivative along each axis is $\tfrac13$ of the norm. Restoring the lengths and masses,

$$T=\frac16\left(\frac{2}{m_ta_\perp^2}+\frac1{m_lb^2}\right).$$

For the attraction, let $c=Z/R$. The true distance is $r=R\sqrt{a_\perp^2(1-c^2)+b^2c^2}$. The radial average of $1/R$ is $\int Re^{-2R}dR\big/\int R^2e^{-2R}dR=1$, which leaves the average over direction:

$$U=-\frac1\varepsilon\int_0^1\frac{dc}{\sqrt{a_\perp^2-(a_\perp^2-b^2)c^2}}
=-\frac{1}{\varepsilon}\,\frac{\arcsin\sqrt{1-b^2/a_\perp^2}}{\sqrt{a_\perp^2-b^2}} .$$

Minimizing $T+U$ numerically gives $a_\perp=2.44$ nm, $b=1.40$ nm and a binding energy of 0.030 eV. The geometric mean radius is

$$(a_\perp^2b)^{1/3}=2.02\ \text{nm}.$$

With this radius Mott's criterion would give $2.1\times10^{18}$ cm$^{-3}$.

The rough binding energy of a real donor, 0.045 eV, is larger. The effective-mass potential omits the stronger attraction close to the donor ion, and a more tightly bound state decays faster. To estimate the decay, first replace the two masses by one isotropic mass that gives the same trial energy, $m/(2\varepsilon^2)$. This mass is 0.298 electron masses. Far from the donor, where the potential is small, $u=r\psi$ obeys $u''=2mE_bu$. Its leading decay is $e^{-r/\ell}$ with

$$\ell=\frac1{\sqrt{2mE_b}} .$$

In ordinary units $\hbar^2/(2m_e)=0.0381$ eV nm$^2$, so

$$\ell=\sqrt{\frac{0.0381}{0.298\times0.045}}\ \text{nm}=1.69\ \text{nm}.$$

The given 1.7 nm is therefore reasonable as the decay length of this isotropic substitute. It is an asymptotic length: at the donor spacing of 6.5 nm the Coulomb term is still about 40% of $E_b$, and the local decay length there is 2.1 nm for $u$ and 1.6 nm for $\psi$. With the separate masses, the same formula gives 2.1 nm across the valley axis and 0.96 nm along it; the geometric mean over the three axes is 1.6 nm. Nor is 1.7 nm the unique radius of the donor: a hydrogen-like state with $a=1.7$ nm and $\varepsilon=11.7$ would bind by $1/(2\varepsilon a)=0.036$ eV, not 0.045 eV. The choice between the mean orbit and the isotropic decay length moves the estimate between about 2 and $4\times10^{18}$ cm$^{-3}$.

### (e) Valleys, disorder and temperature

**Six valleys.** An ellipsoidal energy surface has a volume proportional to $\sqrt{m_t^2m_l}$. For counting states it can be replaced by a sphere with mass

$$m_d=(m_lm_t^2)^{1/3}=0.321 .$$

At the density found in (a), each valley holds one sixth of the electrons. Hence $k_F=(3\pi^2n_c/6)^{1/3}=0.260$ nm$^{-1}$, and

$$E_F=\frac{k_F^2}{2m_d}=\frac{0.0381\times(0.260)^2}{0.321}\ \text{eV}=0.0080\ \text{eV}.$$

Since $n\propto E_F^{3/2}$, $dn/d\mu=3n/(2E_F)$. Let $E_h=1/(2\varepsilon a)=0.0362$ eV be the hydrogen-like binding energy quoted above, so that $1/\varepsilon=2E_ha$. Then

$$(k_sa)^2=4\pi(2E_ha)\,\frac{3n_c}{2E_F}\,a^2
=12\pi\,\frac{E_h}{E_F}\,n_ca^3 .$$

With $n_ca^3=0.26^3=0.0176$ this gives

$$(k_sa)^2=37.7\times\frac{0.0362}{0.00804}\times0.0176=2.99,
\qquad k_sa=1.73 .$$

The thresholds of part (c) refer to $a=\varepsilon/m$, not to the decay length 1.7 nm, so this number cannot be compared with them directly. Solved numerically with the two masses, the screened one-valley donor loses its bound state at $k_s=0.59$ nm$^{-1}$, while $k_s=1.02$ nm$^{-1}$ at $n_c$. That threshold happens to equal $k_sa=1.00$ for $a=1.7$ nm. The relation $n\propto k_s^6$ then puts the six-valley model's density a factor of about $1.73^6\approx27$ below the $n_c$ of part (a), at $1.3$ to $1.4\times10^{17}$ cm$^{-3}$. The local screening model of (b) therefore does not establish the constant 0.26 for silicon.

Nor should the factor of 27 be read as a prediction for silicon. The local response used in (b) needs a potential that varies slowly over the length $1/(2k_F)$, or $k_s\ll2k_F$. Here $k_s/(2k_F)=1.95$, so the condition is violated. Even in the one-valley model of (c) the ratio is 0.64 at $k_sa=1$, which is not small. The correction is large. If $k_s^2$ is replaced by the wave-number-dependent (Lindhard) response of the gas, which weakens beyond $2k_F$, then for an isotropic mass and $a=\varepsilon/m$ the binding threshold moves from $n^{1/3}a=0.11$ to $0.27$ for six valleys, and from $0.36$ to $0.40$ for one. Most of the six-valley shortfall is thus produced by the local approximation. The estimate in (a) rests on the empirical criterion, not on this screening calculation.

**Random positions.** Donors are not placed on a lattice. If their positions are independent, the probability that a donor has no neighbour within $r$ is $P(r)=e^{-4\pi nr^3/3}$. The mean distance to the nearest neighbour is the integral of $P$. Putting $u=4\pi nr^3/3$,

$$\bar r=\int_0^\infty P\,dr
=\left(\frac{3}{4\pi n}\right)^{1/3}\frac13\int_0^\infty u^{-2/3}e^{-u}du
=\left(\frac{3}{4\pi n}\right)^{1/3}\Gamma\!\left(\tfrac43\right)
=0.554\,n^{-1/3}.$$

At $n_c$ this is 3.6 nm, or $2.1a$, compared with $n_c^{-1/3}=6.5$ nm. Many pairs are thus much closer than the lattice picture suggests. This calculation does not yield a corrected $n_c$, because conduction across a sample depends on more than nearest neighbours.

**Room temperature.** At 300 K, $kT=0.0259$ eV and $E_F/kT=0.31$. The electrons at $n_c$ would not form a degenerate gas, so the zero-temperature screening formula does not apply there.

The insulating side also conducts at this temperature. Consider isolated donors of density $N=10^{17}$ cm$^{-3}$. With the band edge at zero, the dilute free electrons have density $n_f=N_ce^{\mu/kT}$. Integrating the Boltzmann factor over six valleys and two spins gives

$$N_c=12\left(\frac{m_dkT}{2\pi}\right)^{3/2}=2.7\times10^{19}\ \text{cm}^{-3}.$$

A donor level with two spin states, and no excited states, is ionized with probability $1/(1+2e^{(\mu+E_b)/kT})$. Charge neutrality sets $n_f$ equal to $N$ times this probability. Eliminating $\mu$ through $e^{\mu/kT}=n_f/N_c$,

$$n_f\left(1+\frac{n_f}{K}\right)=N,
\qquad K=\frac{N_c}{2}e^{-E_b/kT}=2.4\times10^{18}\ \text{cm}^{-3}.$$

The positive root is

$$\frac{n_f}{N}=\frac{-K+\sqrt{K^2+4KN}}{2N}=0.96 .$$

So 96% of the donors in this simplified model are ionized, although their density is 36 times below $n_c$. Real silicon donors also have excited states; for phosphorus five levels lie roughly 0.012 to 0.013 eV above the ground level, less than $kT$. Including them lowers the fraction to about 87%, and higher levels lower it further, but most donors remain ionized. The critical density concerns conduction as $T\to0$; it is not the doping at which silicon starts to conduct at room temperature.

### The estimate beside real silicon

For phosphorus-doped silicon the measured low-temperature transition lies at roughly $4\times10^{18}$ cm$^{-3}$, so the estimate has the right size. The permittivity, masses and binding energy used here are typical rough values. Silicon with $10^{20}$ donors per cm$^3$ lies well above the estimate, and silicon with $10^{17}$ per cm$^3$ well below it. The latter still conducts at room temperature through thermal ionization, as the 96% above illustrates. For the low-temperature transition itself, Mott's criterion leaves the meaning of $a$ open. Replacing the isotropic decay length by the mean effective-mass orbit lowers $n_c$ by about 40%. Using the decay length of a single direction would matter far more: the values across and along the valley axis give densities that differ by a factor $(m_l/m_t)^{3/2}\approx11$. More digits of the main results are listed in the numerical output.

## Computed values

```
Mott constant: 0.26
given donor radius: 1.7 nm
0.26 / radius: 0.15294 nm^-1
critical density: 3.5774e-03 nm^-3
critical density, converted: 3.577e+18 cm^-3
spacing n_c^(-1/3): 6.538 nm
spacing / radius: 3.846
n_c for radius 1.6 nm: 4.291e+18 cm^-3
n_c for radius 1.8 nm: 3.014e+18 cm^-3
trial-state model n^(1/3) a, one valley: 0.2539
same constant from full numerical road: 0.2539
density from trial-state constant: 3.330e+18 cm^-3
numerical binding threshold k_s a: 1.1906
threshold model n^(1/3) a, one valley: 0.3599
density from threshold constant: 9.487e+18 cm^-3
one-valley k_s a at Mott constant: 1.0120
relative permittivity, rough input: 11.7
longitudinal mass, rough input: 0.92 m_e
transverse mass, rough input: 0.19 m_e
number of valleys: 6
donor binding energy, rough input: 0.045 eV
hydrogenic binding for given radius: 0.0362 eV
ellipsoidal trial binding: 0.0296 eV
transverse trial radius: 2.436 nm
longitudinal trial radius: 1.397 nm
geometric mean trial radius: 2.024 nm
n_c from mean trial radius: 2.121e+18 cm^-3
equivalent isotropic mass: 0.298 m_e
tail length from rough binding energy: 1.686 nm
n_c from tail length: 3.668e+18 cm^-3
density-of-states mass per valley: 0.321 m_e
six-valley k_s a at n_c: 1.728
six-valley density where k_s a = 1: 1.346e+17 cm^-3
n_c / six-valley model density: 26.6
six-valley k_s / (2 k_F) at n_c: 1.951
mean neighbour distance / n^(-1/3): 0.5540
random-sample value of this ratio: 0.5534
mean nearest-neighbour distance at n_c: 3.622 nm
temperature of use: 300 K
thermal energy kT: 0.02585 eV
zero-temperature Fermi energy at n_c: 0.00804 eV
Fermi energy / kT: 0.311
dilute donor density: 1.0e+17 cm^-3
ionized fraction at dilute density: 0.962
```
